# Walkers needed for one percent error in mean-square displacement

**Setting.** A simulation of diffusion follows $N$ independent walkers for a fixed time $t$. Walker $i$ ends at displacement $\mathbf R_i=(x_i,y_i,z_i)$ from its start. The three components are independent Gaussian variables with zero mean, known to be zero, and common variance $s^2=2Dt$, where $D$ is the diffusion coefficient. The mean-square displacement (MSD) $\langle R^2\rangle$ is estimated by the sample mean

$$M=\frac1N\sum_{i=1}^N R_i^2 .$$

Angle brackets denote the average over the true distribution. The relative standard error is the standard deviation of $M$ divided by the true MSD. Parts (a) to (d) concern this ideal model. Parts (e) and (f) apply it to nitrogen atoms hopping in molybdenum.

## Part (a)

**Question.** Find the mean and variance of $R^2$ for one walker.

**Answer.** The density of one component is $p(x)=e^{-x^2/2s^2}/\sqrt{2\pi s^2}$, which satisfies $x\,p=-s^2\,dp/dx$. For a positive integer $m$, integration by parts gives

$$\langle x^{m+1}\rangle=-s^2\int x^m\frac{dp}{dx}\,dx=m\,s^2\langle x^{m-1}\rangle ,$$

because the boundary term vanishes. Setting $m=1$ gives $\langle x^2\rangle=s^2$, and $m=3$ gives $\langle x^4\rangle=3s^4$. Hence

$$\mathrm{Var}(x^2)=3s^4-(s^2)^2=2s^4 .$$

Means add, and for independent components variances add too:

$$\langle R^2\rangle=3s^2=6Dt,\qquad \mathrm{Var}(R^2)=6s^4 .$$

The relative variance per walker is $6s^4/(3s^2)^2=2/3$. The spread of $R^2$ is thus about 82% of its mean, whatever the values of $D$ and $t$. Longer runs do not reduce it, since mean and spread grow together.

## Part (b)

**Question.** Show that a relative standard error of one percent requires about 6700 walkers. How does the number change in one or two dimensions, or if the three variances differ?

**Answer.** The walkers are independent, so the variance of their sum is $N\,\mathrm{Var}(R^2)$. The factor $1/N$ in $M$ enters squared:

$$\mathrm{Var}(M)=\frac{N\cdot 6s^4}{N^2}=\frac{6s^4}{N},\qquad
\varepsilon=\frac{\sqrt{\mathrm{Var}(M)}}{3s^2}=\sqrt{\frac{2}{3N}} .$$

Solving for $N$ with $\varepsilon=0.01$,

$$N=\frac{2}{3\varepsilon^2}=\frac{2}{3\times10^{-4}}=6666.7 ,$$

so 6667 walkers are needed, or about 6700. Halving the error takes four times as many. The estimate $M/(6t)$ of $D$ has the same relative error, because $t$ is known.

In $d$ dimensions the mean is $ds^2$ and the variance $2ds^4$. The relative variance is $2/d$, which gives 20,000 walkers in one dimension and 10,000 in two. Each independent component supplies one more sample of $s^2$.

If the components have different variances $s_1^2,s_2^2,s_3^2$, the relative variance per walker becomes

$$\frac{2(s_1^4+s_2^4+s_3^4)}{(s_1^2+s_2^2+s_3^2)^2}\ \ge\ \frac23 ,$$

by the Cauchy–Schwarz inequality, with equality when the variances are equal. Anisotropy therefore raises the number, up to the one-dimensional value when one component dominates.

## Part (c)

**Question.** Could a cleverer unbiased estimator, using the same end displacements, manage with fewer walkers?

**Answer.** No. Write $v=s^2$. The logarithm of the density of one displacement is

$$\ln p(\mathbf R;v)=-\tfrac32\ln(2\pi v)-\frac{R^2}{2v},$$

and its derivative with respect to $v$ is

$$\frac{\partial\ln p}{\partial v}=-\frac{3}{2v}+\frac{R^2}{2v^2}=\frac{R^2-3v}{2v^2}.$$

This has mean zero and variance $6v^2/(4v^4)=3/(2v^2)$. Let $U$ be its sum over the $N$ walkers, so that $\mathrm{Var}(U)=3N/(2v^2)$.

Let $T$ be any estimator with finite variance whose mean is $v$ for every $v$. With $P$ the joint density of all displacements, $\int T\,P=v$. Differentiating under the integral and using $\partial P/\partial v=UP$ gives $\langle TU\rangle=1$. Since $\langle U\rangle=0$, this is the covariance of $T$ and $U$. The Cauchy–Schwarz inequality then requires $\mathrm{Var}(T)\,\mathrm{Var}(U)\ge1$, or

$$\mathrm{Var}(T)\ge\frac{2v^2}{3N}.$$

The estimator $M/3$ has variance $6v^2/(9N)=2v^2/(3N)$ and reaches the bound. The word "requires" in part (b) is therefore justified for unbiased estimators built from end displacements. The argument does not cover biased estimators, or data taken along the path.

## Part (d)

**Question.** (i) With 6667 walkers, how probable is it that $M$ lies within one percent of the true MSD, and how many walkers raise this probability to 95%? (ii) What changes if an unknown common drift must be removed? (iii) What changes if each path is cut into $m$ equal, disjoint segments and all are used?

**Answer.** (i) The quantity $NM/s^2$ is a sum of $3N$ squared standard Gaussians, which is a chi-square variable with $3N$ degrees of freedom. For $N=6667$ its distribution gives a probability of 0.683. About one run in three misses by more than one percent. In 2000 synthetic experiments of 6667 walkers each, the fraction within one percent was 0.675 and the relative standard deviation of $M$ was 1.006%. Both agree with theory within the sampling noise of 2000 experiments.

With so many terms, $M$ is nearly Gaussian, and 95% of a Gaussian lies within 1.96 standard deviations. One percent must then equal $1.96\,\varepsilon$, so $N$ grows by $1.96^2=3.84$ to about 25,600. The chi-square distribution itself gives 25,610.

(ii) Take the $N$ values $x_i$, now with an unknown common mean, and rotate them orthogonally so that the first new coordinate is $\sqrt N\,\bar x$, where $\bar x$ is the sample mean. The other $N-1$ coordinates are independent Gaussians of variance $s^2$. Their means are zero, because their axes are perpendicular to $(1,1,\dots,1)$. A rotation preserves the sum of squares, so

$$\sum_i(x_i-\bar x)^2=\sum_i x_i^2-N\bar x^2$$

is a sum of $N-1$ such squares. Dividing by $N-1$ gives an unbiased estimate, and the relative variance for three components is $2/[3(N-1)]$. One extra walker pays for the unknown drift.

(iii) For Brownian paths the $m$ segments are independent, each with component variance $s^2/m$. The sum of all squared segments, divided by $N$, has mean $m\cdot3s^2/m=3s^2$ and variance

$$\frac{Nm\cdot6(s^2/m)^2}{N^2}=\frac{6s^4}{Nm}.$$

The relative error is $\sqrt{2/(3Nm)}$, so the number of walkers falls by the factor $m$. For five walkers and four segments the formula gives a relative variance of $2/60=0.0333$, and repeated sampling gave 0.0331. For atoms that hop as in part (e), this gain holds as long as each segment still contains many hops. As $m$ grows further, the relative variance per walker levels off at $1/L$, where $L$ is the mean number of hops in the whole path. The gain also assumes that all walkers share one $D$.

## Part (e)

**Question.** Nitrogen in body-centred cubic molybdenum, with lattice constant $a$, occupies octahedral sites. In units of $b=a/2$, the metal atoms sit at integer points whose coordinates are all even or all odd, and every other integer point is an octahedral site. An atom hops with equal rates to each neighbouring site at distance $b$. Find the variance of $R^2$ after $n$ hops, and then for a Poisson-distributed hop number of mean $L$. What replaces the factor $2/3$?

**Answer.** Consider the site $(1,1,0)$. Its nearest metal atoms are at $(1,1,\pm1)$, so call $z$ its short axis. Hops along $z$ are blocked by these atoms, which leaves four hops, along $\pm x$ and $\pm y$. A hop along $x$ leads to $(2,1,0)$ or $(0,1,0)$, whose nearest metal atoms lie along $y$. In general the new short axis is the one that is neither the old short axis nor the hop axis.

Let hop $i$ have axis $\alpha_i$ and sign $\eta_i=\pm1$. Both signs are equally likely and lead to the same kind of site, so the signs are independent of each other and of the axes. Squaring the sum of hops gives

$$\frac{R^2}{b^2}=n+2\sum_{i<j}\eta_i\eta_j\,\delta_{\alpha_i\alpha_j}.$$

The mean is $\langle R^2\rangle=nb^2$, since the signs average to zero. In the variance, a product of two pair terms survives only if both are the same pair. Therefore

$$\frac{\mathrm{Var}(R^2)}{b^4}=4\sum_{i<j}\mathrm{Prob}(\alpha_i=\alpha_j).$$

To find this probability, suppose hop $i$ was along $x$. Let $q_k$ be the probability that the short axis is $x$ just before hop $i+k$. Directly after a hop along $x$ the short axis cannot be $x$, so $q_1=0$. Each hop moves the short axis to one of the other two with equal probability, so $q_{k+1}=(1-q_k)/2$. Subtracting the fixed point $1/3$ gives $q_{k+1}-\tfrac13=-\tfrac12(q_k-\tfrac13)$, hence

$$q_k=\tfrac13-\tfrac13\left(-\tfrac12\right)^{k-1}.$$

Hop $i+k$ is along $x$ with probability

$$\frac{1-q_k}{2}=\frac13+\frac16\left(-\frac12\right)^{k-1}.$$

There are $n-k$ pairs at separation $k$. The constant $1/3$ contributes $\frac43\cdot\frac{n(n-1)}2=\frac23n(n-1)$. With $w=-\tfrac12$, the remainder is $\frac23S$, where

$$S=\sum_{k=1}^{n-1}(n-k)w^{k-1}=\sum_{j=1}^{n-1}\sum_{k=1}^{j}w^{k-1}=\sum_{j=0}^{n-1}\frac{1-w^j}{1-w}.$$

The second form counts each $k$ for $j=k,\dots,n-1$, which is $n-k$ times. The added term $j=0$ is zero. Since $1/(1-w)=2/3$,

$$S=\frac23\left[n-\frac23(1-w^n)\right]=\frac{2n}3-\frac49(1-w^n).$$

Collecting terms,

$$\frac{\mathrm{Var}(R^2)}{b^4}=\frac23n(n-1)+\frac{4n}9-\frac8{27}\left[1-\left(-\tfrac12\right)^n\right].$$

For $n=1$ this is zero, as it must be for a hop of fixed length. For $n=2$ it is 2, which agrees with the direct value $4\times\frac12$.

All sites have the same total hop rate, so the hop number in a fixed time is Poisson distributed, with $\langle n\rangle=\mathrm{Var}(n)=L$, $\langle n(n-1)\rangle=L^2$ and $\langle w^n\rangle=e^{L(w-1)}=e^{-3L/2}$. The total variance is the average of the variance at fixed $n$ plus the variance of the mean $nb^2$. The latter adds $L$ in units of $b^4$. Dividing by the squared mean $L^2b^4$,

$$\frac{\mathrm{Var}(R^2)}{\langle R^2\rangle^2}=\frac23+\frac{13}{9L}-\frac{8}{27L^2}\left(1-e^{-3L/2}\right).$$

In the coefficient $13/9$, the part $1$ is the variance of the mean $nb^2$, and the part $4/9$ comes from the memory of the hop axis. If every walker made exactly $n=L$ hops, the coefficient would be $-\frac23+\frac49=-\frac29$, because the variance of the mean would vanish and $L(L-1)$ would replace $\langle n(n-1)\rangle=L^2$. In either case the correction fades as $L$ grows, and the Gaussian value returns.

## Part (f)

**Question.** Take $T=1200$ K, $t=1$ µs, $a=0.315$ nm and $D=D_0e^{-E/k_BT}$ with $D_0=4.0\times10^{-3}$ cm²/s and $E=1.20$ eV. The walkers start at mid-plane of a 30 nm molybdenum film. Find the MSD and the number of walkers needed, interpret a simulation with 6667 walkers, and judge the neglected effects.

**Answer.** With $k_BT=0.1034$ eV, $E/k_BT=11.6$ and

$$D=3.65\times10^{-8}\ \text{cm}^2/\text{s}=3.65\ \text{nm}^2/\text{µs}.$$

The MSD is $6Dt=21.9$ nm², a root-mean-square distance of 4.68 nm. With $b=0.1575$ nm, the mean hop number is $L=21.899/0.1575^2\approx883$. The relative variance becomes $0.66667+0.00164=0.6683$, which requires 6684 walkers for the estimator $M$, 17 more than in the Gaussian model. In this model $\langle R^2\rangle=\langle n\rangle b^2$, so a simulation that counts hops has relative variance $1/L$ per walker and needs only $10^4/883\approx12$ walkers. That shortcut uses path data and relies on knowing that hop directions are uncorrelated.

A hop-by-hop simulation with 6667 walkers gave an MSD of 21.67 nm². Its standard error, computed from the scatter of the sample, was 0.217 nm², or 1.00% of the estimate. The result lies 1.04% below $6Dt$, about one standard error, which is an ordinary outcome by part (d).

*Film surfaces.* By reflection symmetry, a path that has touched a wall at distance $h$ is equally likely to end on either side of it. The contact probability for one wall is thus twice the probability of ending beyond it, $\mathrm{erfc}(h/\sqrt2 s)$. For two walls it is at most twice that. With $h=15$ nm and $s^2=7.30$ nm² the bound for Brownian paths is about $6\times10^{-8}$. Discrete hops alter this far tail somewhat, but contact remains negligible for 6667 walkers. The component spread $s$ reaches 15 nm after $225/7.30\approx31$ µs, but free diffusion fails well before that. With reflecting surfaces the MSD lies one percent below $6Dt$ after about 4.5 µs, and 22% below at 31 µs.

*Tunnelling.* For a parabolic barrier top with a rough quantum of 0.070 eV, thermal averaging of the transmission multiplies $D$ by 1.02. Quantisation of the vibration in the well, left out here, is of the same order: one mode with the same quantum gives a further factor $\sinh(u/2)/(u/2)\approx1.02$, with $u=0.070\ \text{eV}/k_BT$. Measured values of $D_0$ and $E$ already contain both effects. A change of a few percent in $D$ shifts the MSD by as much, but $N$ changes only through the small term in $1/L$.

*Other nitrogen atoms.* There are three octahedral sites per metal atom. At one nitrogen per million metal atoms, randomly placed, a fraction $3.3\times10^{-7}$ of hops is blocked. Elastic and chemical interactions between nitrogen atoms are left out.

*Input errors.* Lowering $E$ by 0.1 eV multiplies $D$ by 2.63, while the required number becomes 6673. Raising it by 0.1 eV gives 6710. For temperature, $d\ln D/dT=E/(k_BT^2)$, so an error of only 1.03 K changes $D$ by one percent. The walker count controls statistical error alone.

*Comparison with real films.* The material parameters are rough typical values. The time of 1 µs is far shorter than a nitridation treatment, and 1200 K is far above the service temperature of barrier layers in integrated circuits. Real films also contain grain boundaries and traps, so walkers need not share one $D$. Suppose each walker keeps its own $D$ throughout and moves isotropically. Then $\langle R^4\rangle=15\langle s^4\rangle$ and $\langle R^2\rangle=3\langle s^2\rangle$, where the averages on the right run over walkers, and the relative variance is

$$\frac{15\langle s^4\rangle}{9\langle s^2\rangle^2}-1=\frac23+\frac53\,\frac{\mathrm{Var}(D)}{\langle D\rangle^2}.$$

If the spread of $D$ equals its mean, this is $7/3$, and one percent takes 3.5 times as many walkers, about 23,300. Cutting the paths into segments cannot bring the value below $\mathrm{Var}(D)/\langle D\rangle^2$. The model is only an illustration: motion confined to a boundary plane raises the value (to 3 for the same spread), and walkers that change their $D$ along the path, as by trapping and release, lower it. In such a film the standard error should be taken from the sample's own scatter, with enough walkers to represent the rare fast ones. The computed values are collected in the numerical output below.

## Numbers as computed

```
Target relative standard error: 1.0 %
<R^4>/s^4 in 3D, quadrature: 15.00000
Relative variance of R^2 per walker, 1D: 2.00000; walkers needed: 20000.0
Relative variance of R^2 per walker, 2D: 1.00000; walkers needed: 10000.0
Relative variance of R^2 per walker, 3D: 0.66667; walkers needed: 6666.7
Smallest whole number of walkers in 3D: 6667
Fisher information on s^2 times s^4: 1.5000
Synthetic experiments with 6667 walkers each: 2000
Observed relative standard error: 1.006 %
Observed fraction within 1 %: 0.675
Chi-square probability of being within 1 %: 0.6827
Walkers for 95 % probability of being within 1 %: 25610
100 walkers, observed relative error: 8.24 %
Drift removed, 4 walkers, relative variance: 0.2215
5 walkers, end points only, relative variance: 0.1345
5 walkers, 4 segments each, relative variance: 0.0331
--- Example: N in Mo, rough typical inputs ---
Temperature: 1200 K; kT: 0.1034 eV
Time: 1.0 microseconds
Lattice constant: 0.315 nm; hop length: 0.1575 nm
Prefactor D0: 4.0e-03 cm^2/s; activation energy: 1.20 eV
D: 3.650e-08 cm^2/s = 3.650 nm^2/microsecond
Variance per component s^2: 7.300 nm^2
MSD: 21.899 nm^2; root-mean-square: 4.680 nm
Standard deviation of R^2, one walker: 17.881 nm^2
Mean number of hops L: 882.8
Simulated MSD, 6667 walkers: 21.672 nm^2
Standard error from the sample: 0.217 nm^2 = 1.001 %
Simulated MSD minus 6Dt: -1.04 % of 6Dt
Simulated D: 3.612e-08 cm^2/s
Total hops simulated: 5.885e+06
--- Neglected effects ---
Relative variance with discrete hops: 0.66830
Walkers needed with discrete hops: 6684
Film thickness: 30 nm; surface contact probability: 5.7e-08
Barrier-top quantum: 0.070 eV; tunnelling factor on D: 1.0194
N per Mo atom: 1.0e-06; blocked hop fraction: 3.3e-07
Factor on D for 0.1 eV lower activation energy: 2.63
Walkers needed, activation energy 0.1 eV lower: 6673
Walkers needed, activation energy 0.1 eV higher: 6710
Temperature error that changes D by 1 %: 1.03 K
```
